\section*{Drift velocity of an electron streaming to a phonon threshold}

\section*{Problem}

A conduction electron has an isotropic parabolic band with its minimum at zero crystal momentum and mass \(m=0.5\,m_e\). A uniform field of strength \(F\) accelerates it. As soon as its kinetic energy reaches \(E_{\rm ph}=60\) meV, it emits a phonon of that energy. Nothing else scatters it, and no phonons are absorbed. Its initial kinetic energy is below \(E_{\rm ph}\), but its initial momentum may point in any direction.

\begin{enumerate}
\item Find the drift velocity, that is, the velocity along the force averaged over a long time. How does it depend on \(F\)?
\item Find the mean kinetic energy.
\item Find the time and the distance between emissions at \(F=0.05\) MV/cm.
\item The mass and phonon energy are round values, roughly those of conduction electrons in silica and its lower polar phonon. Judge whether the answer describes silica.
\end{enumerate}

The \(x\) axis points along the force, so \(dp_x/dt=+eF\) with \(e>0\). For an electron this direction is opposite to the electric field.

\section*{Hints}

\begin{enumerate}
\item How much kinetic energy is left just after an emission at threshold? What does that say about each component of momentum?
\item Momentum grows uniformly in time. What fraction of a flight is spent in each interval of momentum?
\item The distance covered in a flight follows from the work done by the force.
\item For the last part, compare the flight time with the time an electron needs to emit once above threshold, and with the times for absorption and elastic scattering.
\end{enumerate}

\section*{Solution}

\subsection*{The repeated flight}

The threshold momentum \(p_0\) and speed \(v_0\) follow from
\begin{equation}
\frac{p_0^2}{2m}=E_{\rm ph},\qquad
p_0=\sqrt{2mE_{\rm ph}},\qquad
v_0=\frac{p_0}{m}=\sqrt{\frac{2E_{\rm ph}}{m}} .
\end{equation}
Emission at threshold leaves the kinetic energy \(E_{\rm ph}-E_{\rm ph}=0\). In this band zero kinetic energy means \(\mathbf p=0\), so the phonon carries away the whole momentum, including any transverse part present at the start. From the first emission onwards, every flight begins at rest and runs along \(x\).

During a flight \(p_x=eFt\), which reaches \(p_0\) after
\begin{equation}
t_0=\frac{p_0}{eF}.
\end{equation}
The work done over the flight length \(L\) equals the energy gained:
\begin{equation}
eFL=E_{\rm ph},\qquad L=\frac{E_{\rm ph}}{eF}.
\end{equation}
The motion is now periodic, and the time before the first emission has no weight in a long average. Hence
\begin{equation}
v_d=\frac{L}{t_0}
=\frac{E_{\rm ph}}{eF}\,\frac{eF}{p_0}
=\frac{E_{\rm ph}}{p_0}
=\frac{p_0^2/2m}{p_0}
=\frac{v_0}{2}.
\label{eq:drift}
\end{equation}
The field cancels: a stronger field shortens the flight time and the flight length by the same factor.

With the given values,
\begin{equation}
v_0=\sqrt{\frac{2(0.060)(1.602\times10^{-19}\,{\rm J})}
{0.5(9.109\times10^{-31}\,{\rm kg})}}
=2.05\times10^5\ {\rm m/s},
\end{equation}
so that
\begin{equation}
v_d=1.03\times10^5\ {\rm m/s}=1.03\times10^7\ {\rm cm/s}.
\end{equation}

\subsection*{Mean energy and flight length}

Since \(p_x\) grows uniformly, equal intervals of momentum take equal times. The time average of the kinetic energy is therefore
\begin{equation}
\langle E\rangle=\frac1{p_0}\int_0^{p_0}\frac{p^2}{2m}\,dp
=\frac{p_0^2}{6m}=\frac{E_{\rm ph}}3=20\ {\rm meV}.
\end{equation}

At \(0.05\) MV/cm, which is \(5\times10^6\) V/m,
\begin{align}
t_0&=\frac{9.358\times10^{-26}\,{\rm kg\,m/s}}
{(1.602\times10^{-19}\,{\rm C})(5\times10^6\,{\rm V/m})}
=117\ {\rm fs},\\
L&=\frac{0.060\ {\rm V}}{5\times10^6\ {\rm V/m}}=12\ {\rm nm}.
\end{align}
Their ratio returns \(1.03\times10^5\) m/s.

A trajectory followed in small time steps, with the speed after each emission fixed by energy conservation, tests these averages. It starts with momentum \(0.2p_0\) along the force and \(0.3p_0\) across it. Over 200 flights it gives a drift of \(1.03\times10^5\) m/s and a mean energy of 20.0 meV, both at 0.05 and at 0.20 MV/cm. The momentum step is the same at the two fields, so their agreement only reflects the scaling of time with \(1/F\).

\subsection*{When emission takes time}

A real electron passes the threshold before it emits. Let it emit at energy \((1+\eta)E_{\rm ph}\), with \(\eta\ll1\) on average, and assume for now that the remaining momentum points in a random direction. Then the new flight starts with \(p^2=\eta p_0^2\). Write \(u=p_x/p_0\), and let \(w\) be the transverse momentum divided by \(p_0\), which the force does not change. Isotropy gives
\begin{equation}
\langle u_{\rm start}\rangle=0,\qquad
\langle w^2\rangle=\tfrac23\bar\eta ,
\end{equation}
where \(\bar\eta\) is the mean of \(\eta\). The flight ends at
\begin{equation}
u_{\rm end}=\sqrt{1+\eta-w^2}\simeq1+\frac{\eta}{2}-\frac{w^2}{2}.
\end{equation}
The mean flight time \(T\) is \(t_0\) times the mean change in \(u\):
\begin{equation}
\frac{T}{t_0}\simeq1+\frac{\bar\eta}{2}-\frac{\bar\eta}{3}
=1+\frac{\bar\eta}{6}.
\end{equation}
In the steady state the force supplies one phonon energy per flight, \(eFv_dT=E_{\rm ph}\), so to first order
\begin{equation}
v_d\simeq\frac{v_0}{2}\left(1-\frac{\bar\eta}{6}\right).
\label{eq:overshoot}
\end{equation}

The mean energy responds more strongly. Integrating \(u^2+w^2\) over a flight and averaging gives
\begin{align}
\left\langle\frac{u_{\rm end}^3-u_{\rm start}^3}{3}
+w^2(u_{\rm end}-u_{\rm start})\right\rangle
&\simeq\frac13+\frac{\bar\eta}{2}-\frac{\langle w^2\rangle}{2}
+\langle w^2\rangle\nonumber\\
&=\frac13+\frac{5\bar\eta}{6}.
\end{align}
The cubic starting term averages to zero by isotropy. Division by \(T/t_0\) yields
\begin{equation}
\frac{\langle E\rangle}{E_{\rm ph}}
\simeq\frac13+\frac{5\bar\eta}{6}-\frac{\bar\eta}{18}
=\frac13+\frac{7\bar\eta}{9}.
\label{eq:energy}
\end{equation}

These coefficients depend on isotropy. For polar coupling the weight of a final direction at angle \(\theta\) to the initial momentum is \(1/|\mathbf p-\mathbf p'|^2\propto1+2\sqrt\eta\cos\theta\) to lowest order. Then \(\langle\cos\theta\rangle=\tfrac23\sqrt\eta\) and \(\langle u_{\rm start}\rangle=\tfrac23\bar\eta\), which is of the same order as the terms kept above, while \(\langle w^2\rangle\) and the energy integral are unchanged at this order. This gives \(T/t_0\simeq1+\bar\eta/6-2\bar\eta/3=1-\bar\eta/2\), so that \(v_d\simeq(v_0/2)(1+\bar\eta/2)\) and \(\langle E\rangle/E_{\rm ph}\simeq\tfrac13+\bar\eta\). The drift correction changes sign and is three times larger.

To put sizes on these effects, consider an ensemble simulation with emission and absorption rates
\begin{equation}
W(N+1)\sqrt{\frac{E}{E_{\rm ph}}-1},\qquad
WN\sqrt{\frac{E}{E_{\rm ph}}+1},
\end{equation}
where emission requires \(E>E_{\rm ph}\), \(N\) is the thermal phonon number, and \(W=10^{14}\ {\rm s}^{-1}\) is a rough choice. All scattering is isotropic. This is a model for estimating sizes, not a calculation of polar coupling in silica.

At 77 K and 0.01 MV/cm, without disorder, the simulated mean energy is 25.8 meV. Equation \eqref{eq:energy} then implies
\begin{equation}
\bar\eta\simeq\frac97\left(\frac{25.8}{60}-\frac13\right)=0.12,
\end{equation}
and \eqref{eq:overshoot} predicts a drift of 0.98 times the ideal value. The simulation also gives 0.98. The drift is thus a poor indicator of how sharp the threshold is: in this isotropic model it has fallen by 2\%, while the mean energy has risen by 29\% from its ideal value. With polar emission and a similar \(\bar\eta\) the drift would instead rise by about 6\%, still a much smaller change than that of the mean energy.

At the same temperature the drift ratio is 0.96 at 0.05 MV/cm and 1.05 at 0.20 MV/cm. In the last case the mean energy is 67 meV, above the threshold itself. The small-overshoot expansion no longer applies, and a drift close to \(v_0/2\) is not evidence of ideal streaming. These ratios also rely on isotropy and on an emission rate that keeps growing as \(\sqrt E\). A polar emission rate is forward-peaked and falls again at high energy. A single polar mode with the same \(W\) gives a ratio near 1.2 at 0.05 MV/cm and does not hold the electrons at 0.20 MV/cm.

\subsection*{Comparison with silica}

At 300 K, \(N=0.109\). An electron near rest absorbs a phonon after a mean time of about \(1/(WN)=92\) fs. In the model the absorption rate rises with energy, by a factor \(\sqrt2\) at the threshold; for polar coupling it would fall slightly instead. The ideal flight at 0.05 MV/cm lasts 117 fs, so absorption interrupts many flights. With \(W\) held fixed and no disorder, the simulated drift is \(4.7\times10^4\) m/s, or 0.46 of the ideal value. This figure is specific to isotropic scattering, in which every absorption destroys the momentum. Forward-peaked polar scattering with the same \(W\) leaves a ratio near 0.8. A higher field shortens the flights, but it also carries electrons further past the threshold. At 1 MV/cm, \(t_0=5.8\) fs is already shorter than \(1/W=10\) fs. Moreover \(\hbar W=66\) meV is comparable with \(E_{\rm ph}\), so a sharp threshold between well-defined electron energies is itself only an approximation.

Silica also has strong disorder, and a second polar phonon near 0.15 eV that the model omits. At 77 K and 0.20 MV/cm the simulated electrons spend 6\% of their time above 153 meV, the cut used in the program for this phonon, so the omission begins to matter there. The value \(1.03\times10^5\) m/s therefore belongs to the stated model. It is not a prediction for silica at room temperature, and the 77 K results, which contain no disorder, are not predictions for silica either. The second variation estimates the effect of disorder.

\section*{Variation 1: a nonparabolic band}

\textbf{Question.} The band is still isotropic but obeys \(E(1+aE)=p^2/(2m)\), with \(1/a=9\) eV, a rough value for the gap of silica. How does the ideal drift velocity change?

\textbf{Solution.} The velocity is \(dE/dp\), and momentum still grows uniformly from zero to a new threshold \(p_a\). Therefore
\begin{equation}
v_d=\frac1{p_a}\int_0^{p_a}\frac{dE}{dp}\,dp
=\frac{E_{\rm ph}}{p_a}.
\end{equation}
The band relation at threshold gives
\begin{equation}
p_a=\sqrt{2mE_{\rm ph}(1+aE_{\rm ph})}
=p_0\sqrt{1+aE_{\rm ph}},
\end{equation}
and hence
\begin{equation}
v_d=\frac{v_0}{2}\,\frac1{\sqrt{1+aE_{\rm ph}}}.
\end{equation}
Here \(aE_{\rm ph}=0.060/9=0.0067\), and the drift falls by 0.33\%. Direct numerical averaging of \(dE/dp\) gives the same change. For these parameters the parabolic band is a much smaller source of error than the neglect of absorption at 300 K.

\section*{Variation 2: strong elastic scattering}

\textbf{Question.} Add isotropic elastic scattering at a constant rate \(1/\tau\) to the 300 K model. Choose \(\tau\) to match a rough room-temperature mobility of \(\mu=20\ {\rm cm^2/Vs}\) for silica. What happens to the drift at 0.05 and 0.20 MV/cm?

\textbf{Solution.} An isotropic event leaves zero momentum on average. If \(R(E)\) is the total phonon scattering rate, the steady momentum balance is
\begin{equation}
0=eF-\frac{m v_d}{\tau}-m\langle v_xR(E)\rangle .
\end{equation}
Multiplying by \(\tau/m\) and rearranging gives
\begin{equation}
v_d=\mu F-\tau\langle v_xR(E)\rangle,\qquad
\mu=\frac{e\tau}{m}.
\end{equation}
The chosen mobility corresponds to \(\tau=m\mu/e=5.7\) fs, about one twentieth of the ideal flight time at 0.05 MV/cm. When the phonon term is small, the drift is proportional to the field instead of independent of it:
\begin{align}
\mu F&=(20\ {\rm cm^2/Vs})(5\times10^4\ {\rm V/cm})\nonumber\\
&=1.0\times10^6\ {\rm cm/s}=1.0\times10^4\ {\rm m/s}.
\end{align}
The simulation, which keeps the phonon term, gives \(8.1\times10^3\) m/s, or 0.08 of the ideal streaming value. At 0.20 MV/cm, \(\mu F=4.0\times10^4\) m/s and the simulated drift is \(2.9\times10^4\) m/s, or 0.28 of the ideal value. Both results lie below \(\mu F\), so the phonon term is positive and slows the drift further.

Assigning the whole mobility to elastic scattering counts phonon scattering twice, because the simulation includes absorption and emission separately. The reduction is therefore an estimate. Ascribing the mobility to disorder is an assumption, and the semiclassical treatment is at its limit: \(\hbar/\tau=116\) meV exceeds \(E_{\rm ph}\), and at thermal energy the mean free path of about 0.9 nm is far below the wavelength of about 9 nm, with \(k\ell\approx0.7\). The simulated ratios are therefore rough. What survives is the qualitative point that a momentum relaxation time much shorter than the flight time is incompatible with streaming at these two fields. The numerical output lists the remaining cases.

\section*{Computed values}
\begin{verbatim}
band mass: 0.50 m_e
phonon energy: 60.0 meV
threshold momentum: 9.3578e-26 kg m/s
threshold speed: 2.0545e+05 m/s
streaming drift velocity: 1.0273e+05 m/s
streaming drift velocity, converted: 1.027e+07 cm/s
mean kinetic energy in streaming: 20.00 meV
reference field: 0.05 MV/cm
flight time at reference field: 116.8 fs
flight length at reference field: 12.00 nm
trajectory at 0.05 MV/cm: drift 1.0275e+05 m/s, mean energy 20.03 meV
trajectory at 0.20 MV/cm: drift 1.0273e+05 m/s, mean energy 20.03 meV
rough gap for nonparabolicity: 9.0 eV
drift change from nonparabolicity: -0.33 %
phonon number at 77 K: 1.18e-04
phonon number at 300 K: 0.109
field-free simulated mean energy, 300 K: 38.9 meV
thermal mean energy 3kT/2, 300 K: 38.8 meV
rough emission rate scale W: 1.0e+14 1/s
emission time 1/W: 10.0 fs
flight time at 1 MV/cm: 5.84 fs
rough mobility for disorder: 20 cm2/Vs
elastic time from that mobility: 5.69 fs
simulated drift, ratio to ideal, mean energy, time above 153 meV:
  77 K, 0.01 MV/cm, no disorder: 1.00e+05 m/s, 0.98, 25.8 meV, 0.00 %
  77 K, 0.05 MV/cm, no disorder: 9.91e+04 m/s, 0.96, 36.7 meV, 0.02 %
  77 K, 0.20 MV/cm, no disorder: 1.08e+05 m/s, 1.05, 66.8 meV, 6.01 %
  300 K, 0.01 MV/cm, no disorder: 1.42e+04 m/s, 0.14, 40.0 meV, 0.84 %
  300 K, 0.05 MV/cm, no disorder: 4.69e+04 m/s, 0.46, 45.1 meV, 1.11 %
  300 K, 0.20 MV/cm, no disorder: 8.08e+04 m/s, 0.79, 68.8 meV, 6.93 %
  300 K, 0.05 MV/cm, with disorder: 8.14e+03 m/s, 0.08, 40.1 meV, 0.87 %
  300 K, 0.20 MV/cm, with disorder: 2.90e+04 m/s, 0.28, 51.1 meV, 2.43 %
\end{verbatim}
